# Mean Discommensuration Spacing in a K2SeO4-Type Incommensurate Wave

## Problem

A crystal of the K$_2$SeO$_4$ type carries a displacement wave along $x$. The parent cell has length $a$ in that direction, and $a^*=2\pi/a$. The wavevector lies slightly below the value that would triple the cell:

$$q=(1-\delta)\frac{a^*}{3},\qquad \delta=0.02 .$$

The crystal prefers certain phases of the wave relative to the lattice. The wave can therefore consist of regions locked to the tripled cell, separated by discommensurations, which are walls where the phase moves from one preferred value to the next.

(a) How many preferred phases are there in one turn of $2\pi$?

(b) What is the mean distance $L$ between discommensurations, in parent cells and in nanometres, for a rough cell length $a=0.76$ nm?

(c) Does the answer depend on the width or regularity of the walls?

Write the displacement in cell $n$ as

$$u_n=\mathrm{Re}\left[Q_n e^{2\pi i n/3}\right],\qquad Q_n=A_ne^{i\varphi_n}.$$

The factor $e^{2\pi i n/3}$ is the locked wave, so a constant $\varphi$ means perfect tripling. Three assumptions are made. The amplitude $A$ vanishes nowhere, so the phase is defined everywhere. The wavevector $q$ is that of the strongest Fourier component, measured in units of the crystal's actual mean $a^*$, and it equals the mean rate at which the phase of the wave advances; when this holds is examined below. All walls step the phase in the same sense, each by one preferred value.

## First estimate by scaling

The wave falls behind the locked pattern by an amount proportional to distance. Over a length $X$ the lag is of order $\delta X/a$, if factors such as $2\pi/3$ are ignored. A wall is needed whenever the lag reaches order one, so

$$L\sim\frac{a}{\delta}=\frac{a}{0.02}=50\,a .$$

This fixes the dependence on $\delta$ but not the prefactor, because the estimate does not know how many preferred phases there are.

## Exact solution

### The preferred phases

The free energy must be unchanged by the symmetry operations of the parent crystal. Two of them restrict the powers of $Q$.

- Translation by one cell replaces $n$ by $n+1$, which multiplies $Q$ by $e^{2\pi i/3}$.
- The mirror normal to the polar axis reverses this soft mode and the polarization: $Q\to-Q$, $P\to-P$.

A term $Q^m(Q^*)^k$ acquires the factor $e^{2\pi i(m-k)/3}$ from the translation and $(-1)^{m+k}$ from the mirror. Invariance requires $m-k$ to be a multiple of 3 and $m+k$ to be even. Since $m-k$ and $m+k$ have the same parity, $m-k$ must be a multiple of 6. The term depends on phase only if $m\ne k$, so the lowest such term is $Q^6$ with its conjugate. Inversion reverses $x$ and so changes the sign of $\varphi$, up to a constant that a suitable choice of phase origin removes. It then acts as $\varphi\to-\varphi$, which leaves the combination $A^6\cos6\varphi$.

The polarization supplies a mechanism for this term. The product $PQ^3$ survives both operations, since the two minus signs from the mirror cancel. The parent crystal also has a glide by half a cell along $x$. It multiplies this soft mode by $e^{-2\pi i/3}$ and leaves $P$ unchanged, so it adds no further restriction. Inversion reverses $P$, so its partner must be odd in $\varphi$, namely $A^3\sin3\varphi$. With susceptibility $\chi$ and coupling $g$, and with $P$ following the wave locally,

$$f_P=\frac{P^2}{2\chi}-gPA^3\sin3\varphi .$$

Setting $\partial f_P/\partial P=P/\chi-gA^3\sin3\varphi=0$ gives $P=\chi gA^3\sin3\varphi$. Substitution yields

$$f_P=\frac{\chi g^2A^6}{2}\sin^2 3\varphi-\chi g^2A^6\sin^23\varphi
=-\frac{\chi g^2A^6}{4}\left(1-\cos6\varphi\right),$$

where the last step uses $\sin^23\varphi=(1-\cos6\varphi)/2$. This energy is lowest where $\cos6\varphi=-1$:

$$\varphi_j=\frac{\pi}{6}+j\frac{\pi}{3}.$$

There are six preferred phases per turn, which answers (a). At these phases $\sin3\varphi_j=(-1)^j$, so neighbouring regions have opposite polarization. A direct $Q^6$ term in the free energy adds to the coefficient of $\cos6\varphi$. If it reversed the sign of the total, the minima would move to $j\pi/3$ and become nonpolar, but their separation would still be $\pi/3$. The count of six assumes that higher terms such as $A^{12}\cos12\varphi$ are too weak to move the minima off these symmetric phases; a minimum at a general phase would have twelve equivalent copies per turn.

### Counting the walls

The total phase of the wave advances at the mean rate $q$, and the locked part advances at $a^*/3$. The difference is the mean slope of $\varphi$:

$$\left\langle\frac{d\varphi}{dx}\right\rangle=q-\frac{a^*}{3}=-\frac{\delta a^*}{3}=-\frac{2\pi\delta}{3a}.$$

For $\delta=0.02$ this is $-0.0419$ rad per cell. The minus sign says that the phase steps downwards because $q$ lies below $a^*/3$.

Let a length $X$ contain $N$ walls, each contributing $-\pi/3$. The total phase change is $-N\pi/3$, apart from a remainder at the two ends that does not grow with $X$. For large $X$,

$$-\frac{N\pi}{3}=-\frac{2\pi\delta}{3a}X
\quad\Longrightarrow\quad N=\frac{2\delta X}{a}.$$

Hence

$$L=\frac{X}{N}=\frac{a}{2\delta}=\frac{a}{2\times0.02}=25\,a .$$

In nanometres, $L=25\times0.76=19.0$ nm. This answers (b).

The polarization gives a second route. Since $P\propto\sin3\varphi$ reverses at each wall, its period is $2L=50a$, or 38.0 nm. This agrees with the wavevector of $Q^3$, which has magnitude $3\times\delta a^*/3=\delta a^*$ and hence period $a/\delta=50a$. A full turn of the phase takes six walls and 150 cells. Those cells hold $150\times0.98/3=49$ waves, where the locked structure would hold 50.

### Narrow and wide walls

For constant amplitude, take the phase energy per unit length as

$$f=\frac{\kappa}{2}\left(\frac{d\varphi}{dx}\right)^2+\frac{w}{2}(1+\cos6\varphi),$$

with stiffness $\kappa$ and anisotropy $w$. A misfit term linear in $d\varphi/dx$ integrates to a constant when the total phase change is fixed, so it does not alter the profile. Stationarity gives $\kappa\varphi''=-3w\sin6\varphi$. Multiplying by $\varphi'$ and integrating,

$$\frac{\kappa}{2}\varphi'^2=\frac{w}{2}(1+\cos6\varphi)+C .$$

An isolated wall has zero slope at the preferred phases, so $C=0$. With $1+\cos6\varphi=2\cos^23\varphi$ and a downward step,

$$\varphi'=-\sqrt{\frac{2w}{\kappa}}\cos3\varphi=-\frac{\cos3\varphi}{3\ell},
\qquad \ell=\sqrt{\frac{\kappa}{18w}} .$$

The solution centred at $x=0$ is $\sin3\varphi=-\tanh(x/\ell)$: differentiating gives $3\varphi'\cos3\varphi=-\cos^23\varphi/\ell$, which is the equation above. The polarization thus reverses over a few $\ell$.

A regular array of walls has $C>0$. Then $\varphi'$ never vanishes, and the distance needed for one step is

$$L=\int_0^{\pi/3}\frac{d\varphi}{\sqrt{(2/\kappa)\left[C+(w/2)(1+\cos6\varphi)\right]}} .$$

It falls continuously from infinity to zero as $C$ rises from zero, so some $C$ fits any required $L$. For $L\gg\ell$ the wave is a set of domains with thin walls. For large $C$ the anisotropy hardly matters, the slope is nearly uniform, and the wave is nearly sinusoidal. The spacing is still $a/(2\delta)$, but it is then the period of a weak phase modulation rather than a distance between distinct walls.

### The measured wavevector

The count needs the mean phase slope, and one must ask whether the strongest satellite shows it even when the wave is far from sinusoidal. Consider the extreme case of infinitely thin walls. Put $K=\delta a^*/3=\pi/(3L)$. The function $Qe^{iKx}$ has period $L$, because the step $-\pi/3$ is cancelled by $KL=\pi/3$. For constant $Q$ on $|x|<L/2$, its Fourier coefficients relative to that constant are

$$c_j=\frac1L\int_{-L/2}^{L/2}e^{i(K-2\pi j/L)x}dx=\frac{\sin(\pi/6-\pi j)}{\pi/6-\pi j}.$$

Every numerator has magnitude $1/2$, so the largest coefficient has the smallest denominator, $j=0$. That component sits at the mean wavevector $q$ and holds $c_0^2=0.912$ of the squared Fourier amplitude of $Q$. The next, $j=1$, is shifted by $2\pi/L=6K$ to $(1+5\delta)a^*/3=0.3667a^*$ and holds $c_1^2=0.0365$. In the sinusoidal limit the main component holds everything.

## Comparison

The scaling estimate gives 50 cells and the exact count 25. The estimate is too large by a factor of two, and the reason is visible if the number of preferred phases is left as $p$. The step is then $2\pi/p$, and

$$L=\frac{2\pi/p}{2\pi\delta/(3a)}=\frac{3}{p}\,\frac{a}{\delta}.$$

The missing prefactor is $3/p$, equal to $1/2$ for $p=6$. Scaling would give the right number for $p=3$. For $p=6$ its 50 cells are the polarization period, which contains two walls.

A numerical relaxation tests the count with variable amplitude and discrete cells. A ring of 300 cells was given the energy

$$\sum_n\left[\frac{(|Q_n|^2-1)^2}{4}+\frac{\kappa}{2}|Q_{n+1}-Q_n|^2+\frac{w}{2}\left(|Q_n|^6+\mathrm{Re}\,Q_n^6\right)\right]$$

with $\kappa=0.25$ and $w=0.00347$, so that $\ell=2$ cells. It started as a noisy plane wave with 98 periods, since $98/300=0.98/3$. The ring fixes the phase winding and does not predict $\delta$; it tests how the winding is divided into walls. After relaxation there were 12 walls, hence $300/12=25$ cells per wall, with single gaps between 24.97 and 25.06 cells. This spread is left over from the starting noise. Walls this far apart interact so weakly that the relaxation stops before the gaps even out, and other noise leaves gaps up to about 0.35 cell from the mean. In the fully converged minimum every gap is 25.00 cells. The steepest slope, 0.1686 rad per cell, is 1% above the isolated-wall value $1/(3\ell)=0.1667$. The contributions of discreteness, amplitude variation and neighbouring walls to this difference were not separated. The amplitude dipped to 0.988.

Widening the walls to $\ell=8$ cells, with $\delta$ held at 0.02, left 12 phase steps, although at this width they overlap strongly and are no longer distinct walls. So did a gradient term favouring $\delta=0.05$ at $\ell=2$. Replacing the sixfold term by a threefold one gave 6 walls, or 50 cells, as the general formula requires.

Perfect regularity is not needed either. In a staircase of 3000 cells, each wall was displaced by up to 5 cells from evenly spaced places, which gave gaps from 15 to 35 cells. The main satellite was at $\delta=0.0200$ and there were 120 walls, again 25 cells on average. For thin walls and constant amplitude, the agreement is assured when no wall is displaced by more than $L/4$ from even spacing. The phase then stays within $\pi/6+\pi/12=\pi/4$ of a straight line with the mean slope, so the main component holds more than half of the squared Fourier amplitude. Larger displacements can spoil the agreement even if they do not accumulate along the crystal. Walls bunched tightly in fours, for example, step the phase by $-4\pi/3$, which is equivalent to $+2\pi/3$, and the strongest satellite then lies on the other side of $a^*/3$. When they do accumulate, the satellite can shift, slightly for nearly regular gaps and more for strongly random ones. For walls placed independently at random with mean spacing $L$, the number in a length $X$ follows a Poisson distribution, so the average of $Q(x+X)Q^*(x)$ is $\exp[(e^{-i\pi/3}-1)X/L]$. Its phase falls at the rate $\sin(\pi/3)/L=0.866/L$, where the broadened satellite peaks, while the mean slope has magnitude $\pi/(3L)=1.047/L$. The satellite would then no longer give the correct count. The assumption of one sense does matter. Adding ten pairs of opposite steps to the 3000-cell staircase left the satellite in place but raised the total to 140 walls, a true spacing of 21.43 cells. In this example the satellite follows the net number of steps, not the total. If all walls have the same sense, the answer to (c) is therefore no for the width in a regular array. For thin walls of constant amplitude it is also no for irregularity that displaces each wall by at most a quarter of the mean spacing from even spacing.

In K$_2$SeO$_4$ the misfit falls on cooling, from very roughly 0.07 at the onset of the wave to about 0.02 just above lock-in near 93 K. The formula then gives lengths from about 5 nm to 19 nm. Near the onset the amplitude is small and the sixfold anisotropy is weak, so the shorter length is the period of a weak phase modulation, not a distance between distinct walls. The chosen $\ell$ is a round model value, not a fit to the material, but the count does not use it. Near lock-in, for walls of one sense, the length is sensitive to $\delta$: 0.019 gives 20.0 nm and 0.021 gives 18.1 nm, while an error of 0.01 nm in $a$ shifts $L$ by 0.25 nm. Defects in a real crystal can hold walls at irregular places, which for thin walls leaves the mean unchanged for a given $\delta$ as long as no wall is displaced by more than a quarter of the mean spacing from its evenly spaced place. If they also held opposite pairs in the proportion tried above, the true spacing would be $21.43\times0.76\approx16$ nm. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
INPUT AND MAIN RESULT
delta = 0.020; q = 0.326667 a*
rough cell length a = 0.76 nm
lowest phase-dependent order in Q alone = 6
mean phase slope = -0.041888 rad per cell
phase step per wall = -1.047198 rad
formula: mean spacing = 25.000 cells = 19.0 nm
RELAXED RINGS OF 300 CELLS
p=6 ell=2 cells misfit=0.00: delta=0.020, walls=12, spacing=25.00 cells
p=6 ell=2 cells misfit=0.00: delta=0.030, walls=18, spacing=16.67 cells
p=6 ell=2 cells misfit=0.00: delta=0.060, walls=36, spacing=8.33 cells
p=6 ell=8 cells misfit=0.00: delta=0.020, walls=12, spacing=25.00 cells
p=6 ell=2 cells misfit=0.05: delta=0.020, walls=12, spacing=25.00 cells
p=3 ell=2 cells misfit=0.00: delta=0.020, walls=6, spacing=50.00 cells
DETAILS OF THE FIRST RING (p=6, ell=2)
kappa = 0.250, w = 0.003472 (amplitude-well units)
main satellite = 0.326667 a*
smallest gap = 24.97, largest gap = 25.06 cells
polarization period = 50.00 cells = 38.0 nm
largest phase slope = 0.1686, wall formula = 0.1667 rad per cell
wall thickness (step/slope) = 6.21 cells
smallest / largest amplitude = 0.9878 / 1.0000
main-satellite share of intensity = 0.9662
IDEAL STAIRCASE
strongest satellite 0.326667 a*, share 0.9120
second satellite 0.366667 a*, share 0.0366
IRREGULAR STAIRCASES OF 3000 CELLS
gaps range from 15 to 35 cells
same sense: delta = 0.0200, walls = 120, formula spacing = 25.00, true = 25.00 cells
with pairs: delta = 0.0200, walls = 140, formula spacing = 25.00, true = 21.43 cells
SENSITIVITY
delta = 0.019: spacing = 26.32 cells = 20.0 nm
delta = 0.021: spacing = 23.81 cells = 18.1 nm
delta = 0.070: spacing = 7.14 cells = 5.4 nm
error of 0.01 nm in a shifts the spacing by 0.25 nm
```
